# Coulomb term intervals of conjugate shells and the terms of p⁴

## The decision: four electrons or two holes

To find the Coulomb terms of a $p^4$ shell, one must first decide whether to work with four electrons or with the two empty places. Both descriptions have 15 determinants, since $\binom64=\binom62=15$. The difference is the work in each one: a four-electron determinant contains six repelling pairs, a two-hole determinant one. For $d^8$ the count is 28 pairs against one.

To use the hole description, we must know how holes repel each other and how the energy of the full shell enters. For the intervals it is enough that this adds the same constant to every term; for the total energies we also need its value. The result is that holes repel as electrons do, and that the constant is the same for every term. The term intervals of $l^N$ and $l^{4l+2-N}$ are therefore equal when both are written in the same radial integrals.

## Setting and conventions

One shell with orbital quantum number $l$ is open, and all other shells are closed. It has $M=4l+2$ spin-orbitals $a=(m_a,\sigma_a)$ with a common radial function $R(r)$. We keep one configuration and the Coulomb repulsion $V$ within the shell. The one-electron energies and the repulsion from closed shells are the same for all states of the configuration and are dropped. Spin-orbit coupling and configuration mixing are left out.

Let $a_a^\dagger$ and $a_a$ create and remove an electron in $a$, with $a_a^\dagger a_b+a_b a_a^\dagger=\delta_{ab}$, while two creators, or two annihilators, anticommute. Then

$$V=\tfrac12\sum_{abcd}g_{ab,cd}\,a_a^\dagger a_b^\dagger a_d a_c ,$$

where in $g_{ab,cd}$ electron 1 goes from $c$ to $a$ and electron 2 from $d$ to $b$.

The multipole expansion of the repulsion contains $\sum_q C_{kq}(1)C_{kq}^*(2)$, with $C_{kq}=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. Define

$$c^k(m,m')=\int Y_{lm}^*\,C_{k,m-m'}\,Y_{lm'}\,d\Omega .$$

The azimuthal phases cancel, so these numbers are real. Electron 1 contributes $c^k(m_a,m_c)$. Electron 2 contributes the conjugate of an element from $b$ to $d$, which is $c^k(m_d,m_b)$. Hence

$$g_{ab,cd}=\delta_{\sigma_a\sigma_c}\delta_{\sigma_b\sigma_d}\sum_k c^k(m_a,m_c)\,c^k(m_d,m_b)\,F^k ,$$

with $m_a+m_b=m_c+m_d$. The Slater integral $F^k$ is the average of $r_<^k/r_>^{k+1}$ over $R^2(r_1)R^2(r_2)$, times the Coulomb constant $e^2/4\pi\varepsilon_0$. It is positive.

## Rewriting the repulsion in holes

Creating a hole means removing an electron, so we set $h_a^\dagger=a_a$ and $h_a=a_a^\dagger$. These operators obey the same anticommutation rules as before. The full shell is the state without holes: $h_a|\text{full}\rangle=a_a^\dagger|\text{full}\rangle=0$.

Now move the electron creators to the right. First move $a_b^\dagger$ past $a_d$, then past $a_c$:

$$a_a^\dagger a_b^\dagger a_d a_c=\delta_{bd}\,a_a^\dagger a_c-\delta_{bc}\,a_a^\dagger a_d+a_a^\dagger a_d a_c a_b^\dagger .$$

In the last term move $a_a^\dagger$ past $a_d$, then past $a_c$:

$$a_a^\dagger a_d a_c a_b^\dagger=\delta_{ad}\,a_c a_b^\dagger-\delta_{ac}\,a_d a_b^\dagger+a_d a_c a_a^\dagger a_b^\dagger .$$

Multiply by $\tfrac12 g_{ab,cd}$ and sum. With one index renamed, the first two terms give

$$\tfrac12\sum_{ac}U_{ac}\,a_a^\dagger a_c,\qquad U_{ac}=\sum_b\left(g_{ab,cb}-g_{ab,bc}\right).$$

The two terms with $\delta_{ad}$ and $\delta_{ac}$ give

$$-\tfrac12\sum_{bd}\Big[\sum_a(g_{ab,ad}-g_{ab,da})\Big]a_d a_b^\dagger .$$

Exchanging the labels of the two electrons leaves $g$ unchanged, so $g_{ab,ad}=g_{ba,da}$ and $g_{ab,da}=g_{ba,ad}$. The bracket is therefore $U_{bd}$.

In the last term, $a_d a_c a_a^\dagger a_b^\dagger=h_d^\dagger h_c^\dagger h_a h_b=h_c^\dagger h_d^\dagger h_b h_a$, because two interchanges give two minus signs. Renaming $a\leftrightarrow c$ and $b\leftrightarrow d$ turns the coefficient into $g_{cd,ab}$. This equals $g_{ab,cd}$, because $V$ is Hermitian and $g$ is real. The term is thus

$$V_h=\tfrac12\sum_{abcd}g_{ab,cd}\,h_a^\dagger h_b^\dagger h_d h_c ,$$

which is $V$ with holes in place of electrons. A hole interacts with the opposite sign to an electron, and for a pair of holes the two signs multiply to plus. Altogether

$$V=V_h+\tfrac12\sum_{ac}U_{ac}a_a^\dagger a_c-\tfrac12\sum_{bd}U_{bd}a_d a_b^\dagger .$$

## The field of a full shell is one number

The matrix $U$ describes one spin-orbital in the field of the full shell. We need $U_{ac}=u\,\delta_{ac}$.

**Direct part.** The sum over $b$ contains $2\sum_m c^k(m,m)$, the factor 2 coming from spin. Since $\sum_m|Y_{lm}|^2=(2l+1)/4\pi$ is constant over the sphere, the integral with $C_{k0}$ vanishes for $k>0$. For $k=0$ the sum is $2(2l+1)$. As $c^0(m_a,m_c)=\delta_{m_am_c}$, the direct part is $(4l+2)F^0\delta_{ac}$.

**Exchange part.** In $g_{ab,bc}$ the spins of $a$, $b$ and $c$ must agree, and $m_a+m_b=m_b+m_c$ forces $m_a=m_c$. The diagonal element contains

$$X_k(m)=\sum_{m'}\left[c^k(m,m')\right]^2 .$$

Write the square as a double integral over directions 1 and 2, separated by an angle $\omega$. For given $m$ and $m'$ only $q=m-m'$ gives a nonzero integral, so $C_{kq}(1)C_{kq}^*(2)$ may be summed over all $q$. The addition theorem gives

$$\sum_q C_{kq}(1)C_{kq}^*(2)=P_k(\cos\omega),\qquad \sum_{m'}Y_{lm'}(1)Y^*_{lm'}(2)=\frac{2l+1}{4\pi}P_l(\cos\omega).$$

Therefore

$$X_k(m)=\frac{2l+1}{4\pi}\iint Y_{lm}^*(1)\,P_k(\cos\omega)P_l(\cos\omega)\,Y_{lm}(2)\,d\Omega_1d\Omega_2 .$$

Expand $P_kP_l$ in Legendre polynomials. Only the $P_l$ part survives between two harmonics of degree $l$. Its coefficient is $(2l+1)A_k$, with

$$A_k=\tfrac12\int_{-1}^{1}P_l(x)^2P_k(x)\,dx ,$$

which is the square of the 3j symbol $(l\,k\,l;0\,0\,0)$. By the addition theorem again, $(2l+1)P_l(\cos\omega)=4\pi\sum_{m'}Y_{lm'}(1)Y_{lm'}^*(2)$, so the double integral equals $4\pi A_k$ and

$$X_k=(2l+1)A_k .$$

This does not depend on $m$. For $k=0$, $A_0=1/(2l+1)$ and $X_0=1$. Subtracting exchange from direct gives

$$u=(4l+1)F^0-(2l+1)\sum_{k>0}A_kF^k .$$

The coefficient $4l+1$ is the number of other electrons that an electron in the full shell meets.

## The shift law

Let $N_h=\sum_b h_b^\dagger h_b=\sum_b a_b a_b^\dagger$ count the holes. The number of electrons is $M-N_h$. With $U_{ac}=u\delta_{ac}$,

$$V=V_h+\tfrac12u(M-N_h)-\tfrac12uN_h=V_h+u(2l+1-N_h).$$

Each part has a plain meaning. Without holes the energy is $(2l+1)u$, half of $Mu$, because each pair counts once. Each removed electron takes away its repulsion $u$ from the full shell. With two removed electrons, their mutual repulsion has been subtracted twice, and $V_h$ restores it once.

## Why $L$ and $S$ carry over

Equal energy differences are not enough; the terms must also have the same names. Write $L_+=\sum_{ab}\lambda_{ab}a_a^\dagger a_b$, where $\lambda$ is the real one-electron matrix of $l_+$. Since $a_a^\dagger a_b=\delta_{ab}-h_b^\dagger h_a$ and $\lambda$ has zero trace,

$$L_+=-\sum_{ab}\lambda_{ab}h_b^\dagger h_a=-L_-^{(h)} ,$$

because the transpose of $\lambda$ is the matrix of $l_-$. In the same way $L_-=-L_+^{(h)}$ and $L_z=-L_z^{(h)}$. In

$$L^2=L_z^2+\tfrac12(L_+L_-+L_-L_+)$$

the minus signs cancel and the two ladder products change places. So $L^2$ has the same form in holes as in electrons. The argument for $S^2$ is identical.

Take any eigenstate of $l^N$ with given $L$ and $S$, written as a sum of products of $N$ creators $a^\dagger$ acting on the empty shell. Replace each $a^\dagger$ by $h^\dagger$ and the empty shell by the full one, keeping the coefficients. The new state has $M-N$ electrons. As the operator rules are the same, $V_h$, $L^2$ and $S^2$ act on it as $V$, $L^2$ and $S^2$ act on the old state. The replacement can be undone, so no term is lost or gained. $M_L$ and $M_S$ change sign, which only relabels states within a term. Hence

$$E(l^{M-N};\,LS)=E(l^N;\,LS)+(2l+1-N)\,u$$

for every term, and the shift cancels in each interval. Where $L$ and $S$ occur more than once, the law holds for each eigenvalue separately.

Two limits are instructive. For $N=1$ there is one term on each side, and $l^{M-1}$ has the repulsion energy $2l\,u$. For $N=2l+1$ the shell is half full, the shift is zero, and the law maps the configuration onto itself, so it says nothing new about the energies. The electron-hole map is then a symmetry of $V$, however. Combined with a rotation that restores the signs of $M_L$ and $M_S$, it gives each term a parity $\pm1$, and $V$ cannot mix repeated terms of opposite parity, such as the two $^2F$ or the two $^2G$ terms of $d^5$.

## The terms of $p^2$

For $p$ electrons $k=0$ and $k=2$ contribute. We set $F_0=F^0$ and $F_2=F^2/25$; the position of the index distinguishes the two conventions.

The diagonal integrals follow from $C_{20}=(3\cos^2\theta-1)/2$. The mean of $\cos^2\theta$ is $3/5$ for $m=0$ and $1/5$ for $m=\pm1$, so $c^2(0,0)=2/5$ and $c^2(\pm1,\pm1)=-1/5$ for equal $m$. With $x=\cos\theta$, the other two are

$$c^2(1,0)=\frac{3\sqrt3}{4}\int_{-1}^1x^2(1-x^2)\,dx=\frac{3\sqrt3}{4}\cdot\frac4{15}=\frac{\sqrt3}{5},$$

$$c^2(1,-1)=-\frac34\sqrt{\frac38}\int_{-1}^1(1-x^2)^2dx=-\frac34\sqrt{\frac38}\cdot\frac{16}{15}=-\frac{\sqrt6}{5}.$$

The direct integral is $J(m,m')=F^0+c^2(m,m)\,c^2(m',m')F^2$. For $m\ne m'$ the exchange integral is $K(m,m')=[c^2(m,m')]^2F^2$. Thus

- $J(1,1)=J(1,-1)=F_0+F_2$,
- $J(1,0)=F_0-2F_2$ and $J(0,0)=F_0+4F_2$,
- $K(1,0)=3F_2$ and $K(1,-1)=6F_2$.

Reversing the sign of both $m$ values changes none of these. A determinant has the diagonal energy $\sum J$ over all pairs, minus $\sum K$ over pairs with parallel spins.

The largest $M_L$ is 2. It needs both electrons in $m=1$ with opposite spins, so it belongs to $^1D$:

$$E(^1D)=J(1,1)=F_0+F_2 .$$

With $M_S=1$ the largest $M_L$ is 1, reached by the single determinant $(1^+,0^+)$. It belongs to $^3P$:

$$E(^3P)=J(1,0)-K(1,0)=F_0-5F_2 .$$

These terms hold $5+9=14$ states. The fifteenth is $^1S$. For $M_L=M_S=0$ there are three determinants, $(1^+,-1^-)$, $(1^-,-1^+)$ and $(0^+,0^-)$, and each of the three terms has one state there. The trace of the $3\times3$ matrix is the sum of its eigenvalues:

$$2J(1,-1)+J(0,0)=3F_0+6F_2=E(^3P)+E(^1D)+E(^1S).$$

Subtracting the two known energies gives

$$E(^1S)=3F_0+6F_2-(F_0-5F_2)-(F_0+F_2)=F_0+10F_2 .$$

## From $p^2$ to $p^4$

For $l=1$,

$$A_2=\tfrac12\int_{-1}^1x^2\,\frac{3x^2-1}{2}\,dx=\tfrac14\left(\frac65-\frac23\right)=\frac2{15}.$$

The full-shell field is $u=5F^0-3\cdot\tfrac2{15}F^2=5F_0-10F_2$. With $N=2$ the shift is $(3-2)u=u$, so for $p^4$

$$E(^3P)=(F_0-5F_2)+(5F_0-10F_2)=6F_0-15F_2,$$

$$E(^1D)=(F_0+F_2)+(5F_0-10F_2)=6F_0-9F_2,$$

$$E(^1S)=(F_0+10F_2)+(5F_0-10F_2)=6F_0 .$$

The coefficient 6 is the number of electron pairs. In $^1S$ the part $+10F_2$ from the repulsion of the holes cancels the part $-10F_2$ of $u$.

Two of these energies can also be found with four electrons. The determinant $(1^+,0^+,-1^+,1^-)$ is the only one with $M_L=M_S=1$, and it belongs to $^3P$. Its $F_2$ coefficient is

$$\underbrace{(-2+1-2)}_{J,\ \text{parallel}}-\underbrace{(3+6+3)}_{K}+\underbrace{(1-2+1)}_{J,\ \text{opposite}}=-15 .$$

The determinant $(1^+,1^-,0^+,0^-)$ has $M_L=2$ and belongs to $^1D$. It gives $J(1,1)+J(0,0)+4J(1,0)-2K(1,0)$, with $F_2$ coefficient $1+4-8-6=-9$.

## Numbers for a model shell

Take the round model parameters $F^0=16$ eV and $F^2=7.5$ eV for both configurations. Then $F_2=7.5/25=0.30$ eV.

For $p^2$ the repulsion energies are

- $^3P$: $16-5(0.30)=14.5$ eV,
- $^1D$: $16+0.30=16.3$ eV,
- $^1S$: $16+10(0.30)=19.0$ eV.

The shift is $u=5(16)-10(0.30)=77.0$ eV, which gives for $p^4$

- $^3P$: $14.5+77.0=91.5$ eV,
- $^1D$: $16.3+77.0=93.3$ eV,
- $^1S$: $19.0+77.0=96.0$ eV.

In both configurations $^1D$ lies $6F_2=1.8$ eV above $^3P$, and $^1S$ lies $9F_2=2.7$ eV above $^1D$. In wavenumbers these are about 14 520 and 21 780 cm$^{-1}$. The totals are repulsion energies within the shell, not binding energies. Their large difference comes mainly from six pairs repelling instead of one, and it cannot be seen in the spacing of the terms.

## A second case: the $d$ shell

For $l=2$ use $P_2^2=\tfrac{18}{35}P_4+\tfrac27P_2+\tfrac15$ and $\int_{-1}^1P_k^2dx=2/(2k+1)$. Then

$$A_2=\tfrac12\cdot\tfrac27\cdot\tfrac25=\tfrac2{35},\qquad A_4=\tfrac12\cdot\tfrac{18}{35}\cdot\tfrac29=\tfrac2{35},$$

$$u=9F^0-\tfrac27(F^2+F^4).$$

With model values $F^0=20$, $F^2=10$ and $F^4=6.5$ eV, $u=180-4.71=175.29$ eV. Every term of $d^8$ then lies $3u=525.86$ eV above its partner in $d^2$.

## Where the equality ends

**Different radial functions.** Two real configurations have different $F^k$, so their measured intervals need not agree. For $p^2$ and $p^4$ the ratio $9F_2/6F_2=3/2$ is free of $F_2$ and remains the same in this model. A measured departure from $3/2$ shows that something outside the model matters, such as configuration mixing.

**A full-shell field that is not one number.** The proof needs $U$ to be a multiple of the unit matrix. Spherical symmetry guarantees this but is not required: if the orbitals are still equivalent by symmetry, as three orbitals of a cubic $t$ set are, $U$ remains one number and the intervals of two and four electrons stay equal, although $^1D$ splits into groups of 3 and 2 states. The equality can fail when the orbitals become inequivalent. Suppose that in a $p$ shell only the $k=2$, $q=0$ part of the interaction is kept. In units of $F_2$ each pair then has energy $x_ax_b$, with $x=-1,2,-1$ for $m=1,0,-1$. The exchange sum leaves only $b=a$, so $U$ has diagonal elements $-x^2=-1,-4,-1$, which are unequal.

For $p^2$ the products give levels $-2$, $1$ and $4$ with 8, 6 and 1 states. For $p^4$, the sum of $x$ over the full shell is 0 and the sum of $x^2$ is 12. If the two holes have values $x$ and $y$, the energy is

$$\tfrac12\left[(x+y)^2-(12-x^2-y^2)\right]=x^2+y^2+xy-6 .$$

This gives $-3$ for 14 states and $6$ for one. No constant shift relates the two spectra.

**Spin-orbit coupling.** The one-electron matrix of $\mathbf l\cdot\mathbf s$ is real, symmetric and traceless in our basis. By the step used for $L_+$, it changes sign when written in holes. For equal coupling strength, the first-order fine-structure splittings within a term are therefore reversed between $l^N$ and $l^{M-N}$, while the Coulomb order of the terms is kept. For the half-filled shells $p^3$ and $d^5$ each term is its own partner, and the first-order splitting vanishes.
